# Density of states of metal-broadened graphene at its neutrality point

## From the metal contact to the logarithm

Clean graphene has no density of states at its neutrality point. If that zero is carried over to graphene under a metal electrode, the graphene stores no charge in linear response to a small potential at zero temperature. Giving every graphene level a finite width removes the zero but creates another difficulty. For the usual conical bands, the sum over broadened levels grows without limit as more of the cone is included, so the answer depends on an energy cutoff that the cone does not supply. The full lattice band supplies it. For a width $\Gamma$ much smaller than the hopping energy $t$, the density of states at neutrality is proportional to $\Gamma\ln(3t/\Gamma)$.

The graphene is described by one $p_z$ orbital per carbon atom, with orthonormal orbitals and hopping $-t$ between nearest neighbours. Atomic units with $\hbar=1$ are used in the algebra. Let $a$ be the bond length, and choose the lattice vectors

$$
\mathbf a_1=a\left(\tfrac32,\tfrac{\sqrt3}{2}\right),\qquad
\mathbf a_2=a\left(\tfrac32,-\tfrac{\sqrt3}{2}\right).
$$

The cell area is the magnitude of their cross product, $A=3\sqrt3\,a^2/2$. Each cell holds one atom of sublattice A and one of sublattice B. With energies measured from the neutrality point, the Hamiltonian at wave vector $\mathbf k$ is

$$
H(\mathbf k)=\begin{pmatrix}0&-tf\\-tf^*&0\end{pmatrix},\qquad
f=1+e^{i\alpha}+e^{i\beta},
$$

where $\alpha=\mathbf k\cdot\mathbf a_1$ and $\beta=\mathbf k\cdot\mathbf a_2$. Its eigenvalues are $\pm t|f|$. They touch where $f=0$, which happens at $(\alpha,\beta)=(2\pi/3,-2\pi/3)$ and at the opposite point. These two points are the valleys.

Near the first valley, write $\mathbf k=\mathbf K+\mathbf q$ and $\omega=e^{2\pi i/3}$. To first order,

$$
f\simeq i(\omega\,\delta\alpha+\omega^*\delta\beta),\qquad
|f|^2\simeq\delta\alpha^2+\delta\beta^2-\delta\alpha\,\delta\beta .
$$

The last coefficient is $2\,\mathrm{Re}\,\omega^2=-1$. Inserting $\delta\alpha=a(3q_x+\sqrt3q_y)/2$ and $\delta\beta=a(3q_x-\sqrt3q_y)/2$ gives

$$
|f|^2\simeq a^2\left[\tfrac92q_x^2+\tfrac32q_y^2-\tfrac94q_x^2+\tfrac34q_y^2\right]
=\tfrac94a^2q^2 .
$$

The bands are therefore cones, $\pm vq$, with velocity $v=3ta/2$.

The metal enters through its effect on the carbon orbitals. Let $H_m$ be the metal Hamiltonian and $V$ the matrix that couples carbon orbitals to metal states. The carbon block $G$ of the retarded Green function and the mixed block $G_{mg}$ obey

$$
(E+i0-H)G-VG_{mg}=1,\qquad
-V^\dagger G+(E+i0-H_m)G_{mg}=0 .
$$

The second equation gives $G_{mg}=(E+i0-H_m)^{-1}V^\dagger G$. Substitution into the first yields

$$
G=(E-H-\Sigma)^{-1},\qquad
\Sigma_{ij}(E)=\sum_m\frac{V_{im}V_{jm}^*}{E-\varepsilon_m+i0},
$$

where $m$ runs over metal eigenstates of energy $\varepsilon_m$. The metal has been eliminated without approximation within this one-electron model.

A constant self-energy needs assumptions about the metal. Suppose that each carbon orbital couples to its own, independent set of metal states. Then no metal state reaches two carbon atoms, every product $V_{im}V_{jm}^*$ with $i\ne j$ vanishes, and $\Sigma$ is diagonal in the atomic sites. Suppose also that each set has a constant density of levels $\rho_m$ between $-B$ and $B$, and that the coupling $V_0$ is the same for all levels and all atoms. For $|E|<B$, the identity $1/(y+i0)=\mathrm P(1/y)-i\pi\delta(y)$ gives

$$
\Sigma_{ii}(E)=|V_0|^2\rho_m\ln\frac{B+E}{B-E}-i\pi|V_0|^2\rho_m .
$$

The real part vanishes at $E=0$ and is small when $|E|\ll B$. What remains is

$$
\Sigma=-i\Gamma,\qquad \Gamma=\pi|V_0|^2\rho_m .
$$

If the metal band is not symmetric about $E=0$, a real constant can also appear. Equal for all atoms, it moves the neutrality point, and energies are then measured from the shifted point.

The minus sign expresses decay. For an isolated carbon orbital at zero energy, $1/(E+i\Gamma)$ corresponds in time to an amplitude $e^{-\Gamma\tau}$, so the probability of finding the electron there falls as $e^{-2\Gamma\tau}$. In energy, the level becomes a Lorentzian of half width $\Gamma$ at half maximum. If a self-energy is instead written as $-i\gamma/2$, then $\gamma$ is the full width and $\Gamma=\gamma/2$ must be used below.

Because $\Sigma$ is the same on every carbon atom, wave vector is still a good label for the carbon block. With $z=E+i\Gamma$,

$$
G=\begin{pmatrix}z&tf\\tf^*&z\end{pmatrix}^{-1},\qquad
\mathrm{Tr}\,G=\frac{2z}{z^2-t^2|f|^2}.
$$

The trace follows because each diagonal element of the inverse is $z$ divided by the determinant. There is one allowed wave vector per cell, and each carries two spins. The carbon-projected density of states per area is therefore

$$
D(E)=-\frac{2}{\pi A}\,\mathrm{Im}\,\langle\mathrm{Tr}\,G\rangle ,
$$

where the angle brackets denote an average over the Brillouin zone. Both valleys lie in the zone, so no further valley factor is needed. The metal's own density of states is not included.

At neutrality $z=i\Gamma$, and the trace equals $-2i\Gamma/(\Gamma^2+t^2|f|^2)$. Thus

$$
D(0)=\frac{4\Gamma}{\pi At^2}J(x),\qquad
J(x)=\left\langle\frac1{x+|f|^2}\right\rangle,\qquad
x=\frac{\Gamma^2}{t^2}. \tag{1}
$$

This expression uses the self-energy at $E=0$ alone. Levels far from neutrality contribute through their tails, but the width of those tails at $E=0$ is set by $\Sigma(0)$. The self-energy may vary with energy elsewhere without changing equation (1).

The cone shows where the logarithm comes from. Two spins and two valleys give a factor 4, and the upper and lower bands contribute equal Lorentzian tails. If the cone is cut at energy $W$,

$$
D_{\rm cone}(0)=4\int_0^{W/v}\frac{k\,dk}{2\pi}\,
\frac{2}{\pi}\frac{\Gamma}{\Gamma^2+v^2k^2}
=\frac{4\Gamma}{\pi^2v^2}\int_0^W\frac{\varepsilon\,d\varepsilon}{\varepsilon^2+\Gamma^2},
$$

after the substitution $\varepsilon=vk$. The remaining integral is elementary:

$$
D_{\rm cone}(0)=\frac{2\Gamma}{\pi^2v^2}\ln\left(1+\frac{W^2}{\Gamma^2}\right)
\simeq\frac{4\Gamma}{\pi^2v^2}\ln\frac W\Gamma\quad(\Gamma\ll W).
$$

For $\varepsilon\gg\Gamma$, the number of levels grows as $\varepsilon$ while the tail of each falls as $\Gamma/\varepsilon^2$. Their product is $\Gamma/\varepsilon$, so equal ratios of energy contribute equally. In the cone, the states found at neutrality are thus borrowed from the whole range between $\Gamma$ and the cutoff $W$. An expansion in powers of $\Gamma$ fails for the same reason: its first coefficient would contain $\int d\varepsilon/\varepsilon$ down to zero energy.

One way to choose $W$ is to give the two cones the correct number of states. For each band and spin this requires $2\pi k_c^2/(4\pi^2)=1/A$, or $k_c^2=2\pi/A$. The cutoff then satisfies

$$
W^2=v^2\frac{2\pi}{A}=\frac{9t^2a^2}{4}\,\frac{4\pi}{3\sqrt3\,a^2}=\sqrt3\,\pi t^2,
$$

so $W\simeq2.33\,t$. This choice counts states correctly but does not place them at the correct energies, and the logarithm depends on those energies. The lattice average must be evaluated.

Put $\alpha=q+p$ and $\beta=q-p$, where $p$ and $q$ are now angles. Then $f=1+2e^{iq}\cos p$ and

$$
|f|^2=1+4\cos^2p+4\cos p\cos q .
$$

As $p$ and $q$ each run through $2\pi$, they cover the zone twice and uniformly, so the average is unchanged. To integrate over $q$, set $s=\tan(q/2)$. For $P>|Q|$,

$$
\int_0^{2\pi}\frac{dq}{P+Q\cos q}
=\int_{-\infty}^{\infty}\frac{2\,ds}{(P+Q)+(P-Q)s^2}
=\frac{2\pi}{\sqrt{P^2-Q^2}} .
$$

Here $P=x+1+4\cos^2p$ and $Q=4\cos p$, which gives $P\pm Q=x+(1\pm2\cos p)^2$. Replacing $p$ by $\pi-p$ exchanges these two factors, so the four quarters of the $p$ range contribute equally:

$$
J(x)=\frac2\pi\int_0^{\pi/2}\frac{dp}
{\sqrt{[x+(1-2\cos p)^2][x+(1+2\cos p)^2]}} . \tag{2}
$$

At $x=0$ the integrand diverges at $p=\pi/3$, where $2\cos p=1$. For small $x$, separate an interval of half width $\delta$ around this point, with $\sqrt x\ll\delta\ll1$. Outside it $x$ can be dropped, leaving $1/|1-4\cos^2p|$. With $\tau=\tan p$, the parts on the left and right are

$$
\int_0^{\sqrt3-4\delta}\frac{d\tau}{3-\tau^2}
\simeq\int_{\sqrt3+4\delta}^\infty\frac{d\tau}{\tau^2-3}
\simeq\frac1{2\sqrt3}\ln\frac{2\sqrt3}{4\delta}.
$$

The limits contain $4\delta$ because $d\tau/dp=1+\tau^2=4$ at $p=\pi/3$. Together the outer parts give $(1/\sqrt3)\ln(\sqrt3/2\delta)$.

Inside the interval let $s=p-\pi/3$. Then $1-2\cos p\simeq\sqrt3\,s$ and $1+2\cos p\simeq2$, so the inner part is

$$
\int_{-\delta}^{\delta}\frac{ds}{2\sqrt{x+3s^2}}
=\frac1{\sqrt3}\,\mathrm{arsinh}\frac{\sqrt3\,\delta}{\sqrt x}
\simeq\frac1{\sqrt3}\ln\frac{2\sqrt3\,\delta}{\sqrt x}.
$$

In the sum, $\delta$ cancels:

$$
J(x)\simeq\frac{2}{\pi\sqrt3}\ln\frac{3}{\sqrt x}. \tag{3}
$$

Since $At^2=2v^2/\sqrt3$ and $\sqrt x=\Gamma/t$, equations (1) and (3) give

$$
D(0)\simeq\frac{4\Gamma}{\pi^2v^2}\ln\frac{3t}{\Gamma}
\qquad(\Gamma\ll t). \tag{4}
$$

The prefactor agrees with the cone, and the lattice has fixed the energy inside the logarithm. That energy equals the band edge $3t$, although no cone was cut there: the value comes from the lattice average.

## Corrections, finite energy and a worked contact

The symbols keep their meanings: $t$ is the hopping, $a$ the bond length, $A$ the cell area and $v=3ta/2$ the cone velocity. Every carbon orbital has the self-energy $-i\Gamma$, and $f$ is the sum of nearest-neighbour phases. The density of states follows from $D(0)=(4\Gamma/\pi At^2)J(x)$, where $x=\Gamma^2/t^2$ and $J$ is the zone average of $1/(x+|f|^2)$. For small $x$, $J\simeq(2/\pi\sqrt3)\ln(3/\sqrt x)$, which leads to equation (4).

The next logarithmic term shows how far equation (4) can be trusted. In equation (2), set $u=1-2\cos p$. Then $1+2\cos p=2-u$ and

$$
\frac{du}{dp}=2\sin p=\sqrt{4-(1-u)^2}=\sqrt{(1+u)(3-u)} .
$$

The integral becomes

$$
J=\frac2\pi\int_{-1}^{1}\frac{h(u,x)\,du}{\sqrt{x+u^2}},\qquad
h=\frac{1}{\sqrt{(1+u)(3-u)[x+(2-u)^2]}} .
$$

The factor $h$ is smooth near $u=0$, where $h(0,0)=1/(2\sqrt3)$. At $x=0$ the first derivative of $\ln h$ at the origin is $-\tfrac12+\tfrac16+\tfrac12=\tfrac16$. Its second derivative is $\tfrac12+\tfrac1{18}+\tfrac14=\tfrac{29}{36}$. Hence the second derivative of $h$, divided by $h$, is $\tfrac{29}{36}+\tfrac1{36}=\tfrac56$, and

$$
h=\frac1{2\sqrt3}\left[1+\frac u6+\frac{5u^2}{12}-\frac x8+\cdots\right].
$$

The term in $x$ comes from $(4+x)^{-1/2}$. The odd term in $u$ integrates to zero. The even terms require

$$
\int_{-1}^1\frac{du}{\sqrt{x+u^2}}=2\,\mathrm{arsinh}\frac1{\sqrt x},\qquad
\int_{-1}^1\frac{u^2du}{\sqrt{x+u^2}}=\sqrt{1+x}-x\,\mathrm{arsinh}\frac1{\sqrt x}.
$$

For small $x$, $\mathrm{arsinh}(1/\sqrt x)=\ln(2/\sqrt x)+O(x)$. The coefficient of $\ln(1/\sqrt x)$ in the $u$ integral is therefore

$$
\frac1{2\sqrt3}\left[2-\frac x4-\frac{5x}{12}\right]
=\frac1{\sqrt3}\left(1-\frac x3\right).
$$

The omitted part of $h$ begins at order $u^3$ when $x=0$, and its effect at order $x$ carries no logarithm. The constant 3 in the leading logarithm is already known from equation (3). Therefore

$$
D(0)=\frac{4\Gamma}{\pi^2v^2}\left[
\left(1-\frac{\Gamma^2}{3t^2}\right)\ln\frac{3t}{\Gamma}
+O\!\left(\frac{\Gamma^2}{t^2}\right)\right]. \tag{5}
$$

No correction of first order in $\Gamma/t$ appears inside the bracket. Equation (4) consequently remains useful until the width becomes a sizeable fraction of the hopping.

The same average gives the density of states away from neutrality. For $z=E+i\Gamma$,

$$
\langle\mathrm{Tr}\,G\rangle=-\frac{2z}{t^2}\,J\!\left(-\frac{z^2}{t^2}\right).
$$

Since $-z^2=(\Gamma-iE)^2$, the square root that joins smoothly to the result at $E=0$ is $\sqrt x=(\Gamma-iE)/t$. Its real part is positive for $\Gamma>0$, so the path does not cross the branch cut. For $|z|\ll t$, equation (3) gives

$$
D(E)\simeq\frac4{\pi^2v^2}\,\mathrm{Im}\left[
(E+i\Gamma)\ln\frac{3t}{\Gamma-iE}\right].
$$

Write $\Gamma-iE=\sqrt{E^2+\Gamma^2}\,e^{-i\theta}$ with $\theta=\arctan(E/\Gamma)$. The logarithm then has imaginary part $+\theta$, and

$$
D(E)\simeq\frac4{\pi^2v^2}\left[
\Gamma\ln\frac{3t}{\sqrt{E^2+\Gamma^2}}
+E\arctan\frac E\Gamma\right]. \tag{6}
$$

When $\Gamma\to0$ at fixed $E$, the arctangent tends to $\pm\pi/2$ and the clean result $2|E|/(\pi v^2)$ returns. Differentiation of equation (6) produces two terms $\mp\Gamma E/(E^2+\Gamma^2)$ that cancel, leaving

$$
\frac{dD}{dE}\simeq\frac4{\pi^2v^2}\arctan\frac E\Gamma .
$$

Broadening thus replaces the sharp change of slope at neutrality by a smooth minimum. For $|E|\ll\Gamma$, the bracket in equation (6) rises above its minimum by $E^2/(2\Gamma)$.

For a numerical case, consider graphene under a weakly bound metal contact, with rough values $t=2.70$ eV, $a=0.142$ nm and $\Gamma=0.050$ eV. Restoring $\hbar$ gives $\hbar v=1.5\times2.70\times0.142=0.5751$ eV nm. The logarithm is $\ln(8.10/0.050)=5.088$, and equation (4) gives

$$
D(0)=\frac{4\times0.050}{\pi^2(0.5751)^2}\times5.088
=0.312\ \mathrm{eV^{-1}\,nm^{-2}} .
$$

This equals $3.12\times10^{13}\ \mathrm{eV^{-1}\,cm^{-2}}$. Numerical quadrature of equation (2) gives $0.31168\ \mathrm{eV^{-1}\,nm^{-2}}$, and equation (4) lies 0.01% above it. The state-conserving cone gives $0.296\ \mathrm{eV^{-1}\,nm^{-2}}$, which is 4.9% below the lattice value. Its cutoff of 6.30 eV makes the logarithm smaller by $\ln(8.10/6.30)\simeq0.25$, about one twentieth of 5.088.

Clean graphene reaches the same density of states when its Fermi level is displaced by

$$
E_{\rm eq}=\frac{\pi(\hbar v)^2}{2}D(0)
=\frac{2\Gamma}{\pi}\ln\frac{3t}{\Gamma}=0.162\ \mathrm{eV}.
$$

The displacement is about three times $\Gamma$, because the logarithm gathers tails from the whole band. The density of states also fixes the quantum capacitance. Suppose that the self-energy is constant over all occupied energies, not only near $E=0$. If the graphene bands then move rigidly by a small energy $d\mu$ relative to the Fermi level, the carbon charge per area changes by $eD\,d\mu$ in magnitude. The corresponding voltage is $d\mu/e$, so at zero temperature $C_q=e^2D(0)=5.0\ \mathrm{\mu F/cm^2}$. The assumption needs a metal band wider than the graphene band. With the finite-band self-energy $\Sigma_{ii}(E)$ and the same $\Gamma$, the charge response falls to $4.8\ \mathrm{\mu F/cm^2}$ for $B=5$ eV and $4.5\ \mathrm{\mu F/cm^2}$ for $B=2.5$ eV, although $D(0)$ is unchanged.

The next table varies $\Gamma$ with $t$ and $a$ fixed. The lattice values come from quadrature of equation (2). Densities of states are in $\mathrm{eV^{-1}\,nm^{-2}}$, and the last column is in $\mathrm{eV^{-2}\,nm^{-2}}$.

| $\Gamma$ (eV) | $D(0)$, lattice | $D(0)$, eq. (4) | lattice $D(0)/\Gamma$ |
|---:|---:|---:|---:|
| 0.01 | 0.0821 | 0.0821 | 8.21 |
| 0.02 | 0.1471 | 0.1471 | 7.36 |
| 0.05 | 0.3117 | 0.3117 | 6.23 |
| 0.10 | 0.5383 | 0.5385 | 5.38 |
| 0.20 | 0.9057 | 0.9071 | 4.53 |
| 0.50 | 1.6918 | 1.7064 | 3.38 |

A density of states proportional to $\Gamma$ would keep the last column constant. Instead it falls by 2.82 between 0.01 and 0.10 eV, in agreement with $4\ln10/[\pi^2(\hbar v)^2]=2.82$. Equation (4) also gives the local power

$$
\frac{d\ln D(0)}{d\ln\Gamma}=1-\frac1{\ln(3t/\Gamma)},
$$

which is 0.80 at $\Gamma=0.05$ eV. Even at 0.50 eV, equation (4) exceeds the lattice value by less than 1%. This measures the accuracy of the logarithmic formula within the model. It does not show that a constant self-energy describes a metal bound so strongly.

A contact can also violate the assumptions about the self-energy. If the two sublattices have different widths $\Gamma_A$ and $\Gamma_B$, the determinant at $E=0$ is $-(\Gamma_A\Gamma_B+t^2|f|^2)$, and

$$
\mathrm{Tr}\,G=-\frac{i(\Gamma_A+\Gamma_B)}{\Gamma_A\Gamma_B+t^2|f|^2}.
$$

Comparison with the equal-width case gives

$$
D(0)\simeq\frac{2(\Gamma_A+\Gamma_B)}{\pi^2v^2}
\ln\frac{3t}{\sqrt{\Gamma_A\Gamma_B}} .
$$

The arithmetic mean appears outside the logarithm and the geometric mean inside. Widths of 0.075 and 0.025 eV keep the arithmetic mean at 0.050 eV and raise $D(0)$ by 2.8%. If $\Gamma_B\to0$ at fixed $\Gamma_A$, the logarithm diverges. The diverging weight lies on sublattice B, since $G_{BB}$ has the numerator $-i\Gamma_A$.

A substrate or metal can also give the sublattices opposite energies $\pm\Delta$. The diagonal elements of the inverse Green function become $i\Gamma\mp\Delta$. Their sum is still $2i\Gamma$, while their product is $-(\Gamma^2+\Delta^2)$. Hence

$$
D(0)\simeq\frac{4\Gamma}{\pi^2v^2}
\ln\frac{3t}{\sqrt{\Gamma^2+\Delta^2}} .
$$

For $\Delta=0.03$ eV the reduction is 3.0%. When $\Gamma\ll\Delta$, the gap stops the logarithm from growing, and $D(0)$ becomes linear in $\Gamma$.

The width may also depend on wave vector. As an example, take $\Gamma_{\mathbf k}=\Gamma(1-|f|^2/18)$, which equals $\Gamma$ at the valleys and $\Gamma/2$ at the zone centre, where $|f|^2=9$. To leading order, the change in the numerator of the zone average cancels the factor $|f|^2$ in the denominator:

$$
\delta D(0)\simeq-\frac{4\Gamma}{\pi At^2}\,\frac1{18}.
$$

This contribution has no logarithm, so it alters the constant beside $\ln(1/\Gamma)$ but not the leading law. Here it lowers $D(0)$ by 3.0%. The change is small only because this variation is mild. A width $\Gamma(1+5|f|^2/9)$, six times larger at the zone centre than at the valleys, raises $D(0)$ by 30%. A width $\Gamma|f|^2/9$, which vanishes at the valleys, removes the logarithm and makes $D(0)$ linear in $\Gamma$. Hopping to second neighbours adds a diagonal energy proportional to $|f|^2$ after the band-touching point is reset to zero. With a second-neighbour hopping of 0.10 eV, numerical inversion over the zone gives an increase of 0.2% at the touching point, and the increase grows to about 2% for 0.30 eV. This hopping also breaks the symmetry between electrons and holes, so the tails of the two bands no longer cancel and the touching point is no longer the neutrality point. For 0.10 eV and a self-energy constant over the whole band, the carbon orbitals are half filled about 0.05 eV away from the touching point, where the density of states is 9% above $D(0)$.

Temperature averages $D(E)$ over the derivative of the Fermi function $n_F$. With the chemical potential at neutrality, clean graphene has

$$
D_T=\frac{4}{\pi v^2}\int_0^\infty E\left(-\frac{dn_F}{dE}\right)dE
=\frac{4}{\pi v^2}\int_0^\infty n_F\,dE
=\frac{4\ln2}{\pi v^2}k_BT .
$$

The middle step is an integration by parts. At 300 K this is $0.069\ \mathrm{eV^{-1}\,nm^{-2}}$. The same average of equation (6), done by quadrature, gives $0.332\ \mathrm{eV^{-1}\,nm^{-2}}$, which is 6.6% above the zero-temperature value. In this example the metal, rather than temperature, supplies most of the density of states. Slow potential fluctuations act in a similar way: averaging equation (6) over a Gaussian spread of 0.05 eV rms raises the value by 7.6%.

In a real contact, charge transfer generally moves the Fermi level away from neutrality, and of the departures sized here this has the largest effect. With the self-energy held at $-i\Gamma$ for $\Gamma=0.050$ eV, without the real part that a finite metal band adds away from $E=0$, and with the Fermi level 0.20 eV from neutrality, numerical inversion over the zone gives $0.551\ \mathrm{eV^{-1}\,nm^{-2}}$, 77% above $D(0)$. The chosen hopping and bond length are ordinary rough values for graphene. The width is an assumed value for weak binding, not one computed for a particular metal, and it may differ considerably between interfaces. A strongly bound metal can mix with the carbon orbitals so much that no separate cone remains, and equation (4) then fails. The eigenstates of a crystalline metal generally extend over many carbon atoms, so giving each atom its own metal states is an idealisation. Shared states add off-diagonal self-energies, and where these are not small equation (4) need not hold. The model also leaves out electron interactions beyond the chosen bands, and a density of states alone does not determine contact resistance, which depends on how electrons are transmitted from the covered graphene into the channel.
